# Steps and logarithms in the lowest-order inelastic current

## What symmetry fixes

Electrons cross a small region between two leads and couple to one vibration with quantum $\Omega=\hbar\omega$. Let $u=eV=\mu_L-\mu_R$, with $e>0$, and count the current $I$ positive when electrons go from left to right. The coupling is $M(b+b^\dagger)$, where $M$ is an energy.

To second order the correction contains $M^2$. If the electronic structure varies on a scale $D$ much larger than $u$, $\Omega$ and $kT$, the remaining electronic factor is of order $1/D^2$. The correction to the current is therefore $2e/h$ times dimensionless numbers of order $M^2/D^2$ times energies built from $u,\Omega,kT$.

Exchanging the names of the leads and reversing the bias describes the same junction seen from the other side, so
$$I(u;L,R)=-I(-u;R,L).$$
A function odd in $u$ must then carry a coefficient even under lead exchange, and an even function an odd coefficient:
$$\delta I=\frac{2e}{h}\left[\text{odd}(u)\,\gamma_{\rm even}+\text{even}(u)\,\gamma_{\rm odd}\right].$$
The odd function will give conductance steps that are symmetric in bias, the even one antisymmetric logarithms. It remains to find both functions and their coefficients.

## One level

Take a level with lead broadenings $\Gamma_L,\Gamma_R$, independent of energy, and $\Gamma=\Gamma_L+\Gamma_R$. Freeze its Green's function at the Fermi energy,
$$G=\frac{1}{E_F-\varepsilon_0+i\Gamma/2},\qquad A_\alpha=G\Gamma_\alpha G^\dagger,\qquad A=A_L+A_R=i(G-G^\dagger).$$
Everything is a number here, but I keep the factors in matrix order for later use.

The current entering from the left is filling minus emptying:
$$I=\frac{2e}{h}\int dE\,[\Sigma_L^<G^>-\Sigma_L^>G^<],\quad \Sigma_L^<=if_L\Gamma_L,\quad \Sigma_L^>=-i(1-f_L)\Gamma_L.$$
The factor 2 is spin. Hence the integrand is $i\Gamma_L[f_LG^>+(1-f_L)G^<]$.

The vibration adds self-energies $\Sigma^{<,>,r,a}$. Expanding $G^\lessgtr=G_{\rm full}\Sigma_{\rm tot}^\lessgtr G_{\rm full}^\dagger$ with $G_{\rm full}\simeq G+G\Sigma^rG$ gives
$$\delta G^\lessgtr=G\Sigma^\lessgtr G^\dagger+G\Sigma^rG_0^\lessgtr+G_0^\lessgtr\Sigma^aG^\dagger,$$
where $G_0^<=i\sum_\alpha f_\alpha A_\alpha$ and $G_0^>=-i\sum_\alpha(1-f_\alpha)A_\alpha$. In the last two terms the products $f_Lf_\alpha$ cancel:
$$f_LG_0^>+(1-f_L)G_0^<=i\sum_\alpha(f_\alpha-f_L)A_\alpha=-i(f_L-f_R)A_R.$$
The integrand of $\delta I$ is therefore
$$i\Gamma_LG[f_L\Sigma^>+(1-f_L)\Sigma^<]G^\dagger+(f_L-f_R)\,2\,{\rm Re}[\Gamma_LG\Sigma^rA_R].\tag{1}$$
The first term is inelastic transfer. The second is the change of elastic transmission caused by the coupling, including the loss of electrons to inelastic channels.

For an undamped vibration of occupation $n$, the displacement $X=b+b^\dagger$ has $\langle X(t)X(0)\rangle=(n+1)e^{-i\omega t}+ne^{i\omega t}$. The Fock self-energy multiplies $G_0^>(t)$ by this function and $G_0^<(t)$ by its time reverse, so
$$\Sigma^<(E)=M[(n+1)G_0^<(E+\Omega)+nG_0^<(E-\Omega)]M,$$
$$\Sigma^>(E)=M[(n+1)G_0^>(E-\Omega)+nG_0^>(E+\Omega)]M.$$

I leave out the Hartree term, a static displacement. Its equilibrium part belongs to the relaxed geometry. With frozen $G$ its bias-dependent part is linear in $u$, because its occupations are not shifted by $\Omega$. It adds a current proportional to $u^2$: a constant in $d^2I/dV^2$, with no threshold. Because a soft vibration is easily displaced, this current carries a factor $1/\Omega$ and can exceed the terms kept here; the example below gives its size.

### The inelastic integral

For two Fermi functions with $\mu_1-\mu_2=x$, $f_2(1-f_1)=e^{-x/kT}f_1(1-f_2)$. Subtracting this from $f_1(1-f_2)$ gives $f_1-f_2=(1-e^{-x/kT})f_1(1-f_2)$. Since $\int(f_1-f_2)dE=x$,
$$F(x)\equiv\int f_1(1-f_2)\,dE=\frac{x}{1-e^{-x/kT}},\qquad F(x)-F(-x)=x.$$
The function $f_\alpha(E\mp\Omega)$ has chemical potential $\mu_\alpha\pm\Omega$. With $\Delta=\mu_L-\mu_\alpha$, the factor multiplying $\Gamma_LGMA_\alpha MG^\dagger$ is
$$(n+1)F(\Delta-\Omega)+nF(\Delta+\Omega)-(n+1)F(-\Delta-\Omega)-nF(-\Delta+\Omega).$$
For $\alpha=L$, $\Delta=0$ and this vanishes. For $\alpha=R$, $\Delta=u$; pairing the terms in $n$ gives $n(u-\Omega)+n(u+\Omega)=2nu$, so
$$W(u)=2nu+F(u-\Omega)-F(-u-\Omega).\tag{2}$$
At $T=0$ and $n=0$, $W$ vanishes for $|u|<\Omega$ and is ${\rm sgn}(u)(|u|-\Omega)$ beyond: its slope is a step.

### The elastic correction: dissipative part

Define $\Gamma_{\rm ph}=i(\Sigma^>-\Sigma^<)$. Insertion gives
$$\Gamma_{\rm ph}=\sum_\alpha MA_\alpha M[2n+1+f_\alpha(E+\Omega)-f_\alpha(E-\Omega)].$$
Causality gives $\Sigma^r(E)=\int\frac{dE'}{2\pi}\frac{\Gamma_{\rm ph}(E')}{E-E'+i0}$, or
$$\Sigma^r=-\tfrac12H\{\Gamma_{\rm ph}\}-\tfrac i2\Gamma_{\rm ph},\qquad H\{g\}(E)=\frac1\pi P\!\!\int\frac{g(E')}{E'-E}dE'.$$
The part $-i\Gamma_{\rm ph}/2$ needs the integral $D_\alpha$ of $(f_L-f_R)$ times the bracket above. For a Fermi function $f_\mu$, $\int(f_L-f_R)f_\mu dE=u-F(\mu_L-\mu)+F(\mu_R-\mu)$. Thus
$$D_L=(2n+1)u-F(\Omega)+F(\Omega-u)+F(-\Omega)-F(-u-\Omega).$$
Using $F(-\Omega)-F(\Omega)=-\Omega$ and $F(\Omega-u)=F(u-\Omega)-u+\Omega$, this becomes $W$. Likewise
$$D_R=(2n+1)u-F(u+\Omega)+F(\Omega)+F(u-\Omega)-F(-\Omega),$$
and $F(u+\Omega)=u+\Omega+F(-u-\Omega)$ again gives $W$. The dissipative elastic correction has the same line shape as inelastic transfer. Since $2{\rm Re}(-iz/2)={\rm Im}\,z$, it contributes $W\,{\rm Im}[\Gamma_LGMAMA_R]$.

### The elastic correction: dispersive part

Let $g(E)=f(E+\Omega)-f(E-\Omega)$, with $f$ centred at zero, and $h=H\{g\}$. Because $f(-E)=1-f(E)$, $g$ is even and $h$ is odd. With energies measured from $\mu_R$, the right lead gives
$$J(u)=\int[f(E-u)-f(E)]h(E)\,dE.\tag{3}$$
Measured from $\mu_L$, the left lead gives $\int[f(E)-f(E+u)]h(E)dE$. Changing $E\to-E$ turns the bracket into $f(E-u)-f(E)$ and $h$ into $-h$, so the result is $-J(u)$. But the same integral is $-J(-u)$ by definition, so $J$ is even.

The factor $-\frac12\cdot2{\rm Re}=-{\rm Re}$ then gives $J\,{\rm Re}[\Gamma_LGM(A_L-A_R)MA_R]$. In the frozen model the constant $2n+1$ has no Hilbert transform; this point returns below.

At $T=0$, $g=-1$ for $|E|<\Omega$ and zero elsewhere, so
$$J'(u)=h(u)=\frac1\pi\ln\left|\frac{u+\Omega}{u-\Omega}\right|.\tag{4}$$

### Reading the single-level answer

Here $A_\alpha=\Gamma_\alpha|G|^2$ and ${\rm Im}\,G=-\Gamma|G|^2/2$. The coefficients of $W$ and $J$ are
$$\gamma_s=M^2\Gamma_L\Gamma_R|G|^4\left(1-\tfrac12\Gamma^2|G|^2\right),$$
$$\gamma_a=M^2\Gamma_L\Gamma_R(\Gamma_L-\Gamma_R)|G|^4\,{\rm Re}\,G.$$
The transmission is $\Gamma_L\Gamma_R|G|^2$ and its maximum is $T_{\max}=4\Gamma_L\Gamma_R/\Gamma^2$, so the bracket is $1-2T/T_{\max}$. The conductance steps down above half the maximum and up below it. For $\Gamma_L=0.7$ and $\Gamma_R=0.3$ eV the maximum is 0.84 and the crossover is at 0.42, not at one half. The logarithm disappears on resonance or for equal couplings. The latter agrees with the exchange argument.

## Several orbitals

Now $H$, $\Gamma_\alpha$ and $M$ are matrices, and $G=[E_F-H+i\Gamma/2]^{-1}$. The current integrand acquires a trace. In (1), the two elastic terms are complex conjugates because
$$\left({\rm Tr}[\Gamma_LA_R\Sigma^aG^\dagger]\right)^*={\rm Tr}[G\Sigma^rA_R\Gamma_L]={\rm Tr}[\Gamma_LG\Sigma^rA_R].$$
The bias integrals contain numbers only, so they do not change. Thus
$$\gamma_s={\rm Tr}[\Gamma_LGMA_RMG^\dagger]+{\rm Im\,Tr}[\Gamma_LGMAMA_R],$$
$$\gamma_a={\rm Re\,Tr}[\Gamma_LGM(A_L-A_R)MA_R].$$

The exchange rule needs current conservation, which the approximation respects. The identities $G^\lessgtr=G\Sigma^\lessgtr_{\rm tot}G^\dagger$ and $G^>-G^<=G-G^\dagger$ make the total of ${\rm Tr}[\Sigma^<G^>-\Sigma^>G^<]$ over leads and vibration vanish. The vibration's share contains
$$(n+1)\int{\rm Tr}[MG_0^<(E+\Omega)MG_0^>(E)-MG_0^>(E-\Omega)MG_0^<(E)]dE.$$
Shifting $E$ by $\Omega$ in the second term and cycling the trace gives zero; the terms in $n$ cancel similarly. The lead currents therefore sum to zero. Since $W$ and $J$ are independent functions, $\gamma_s$ is even and $\gamma_a$ odd under lead exchange.

### The term that freezing removes

A constant spectral function has no Hilbert transform, but a real one, which falls off at large energy, does. Restore the energy dependence of $A$. The occupation-independent part of $\Gamma_{\rm ph}$ is $M[(n+1)A(E-\Omega)+nA(E+\Omega)]M$. Because $-\frac12H\{A\}=G_h\equiv(G+G^\dagger)/2$, its contribution to $\Sigma^r$ tends to $(2n+1)MG_hM$ when $\Omega\ll D$.

The occupied part is the difference of one function, $\sum_\alpha f_\alpha A_\alpha$, at $E+\Omega$ and $E-\Omega$. Its smooth background cancels in leading order and leaves the Fermi-edge contribution already in $J$. The missing coefficient is therefore
$$\gamma_0=2\,{\rm Re\,Tr}[\Gamma_LGMG_hMA_R],$$
and the full result, with $T={\rm Tr}[\Gamma_LA_R]$, is
$$\boxed{I=\frac{2e}{h}\{u[T+(2n+1)\gamma_0]+W\gamma_s+J\gamma_a\}.}\tag{5}$$
It holds to second order in $M$, without the Hartree term, and, separately in each order in $M$, to leading order in $u,\Omega,kT$ over $D$. The energy dependence of the transmission adds a smooth background without a factor $M^2$. This background has no threshold at $\Omega$, but it can rival the $M^2$ terms in size and must then be added to (5).

### Limit of a static displacement

Replace $H$ by $H+xM$. Then $G(x)=G+xGMG+x^2GMGMG+\dots$, and the $x^2$ term of ${\rm Tr}[\Gamma_LG(x)\Gamma_RG(x)^\dagger]$ is
$$2{\rm Re\,Tr}[\Gamma_LGMGMA_R]+{\rm Tr}[\Gamma_LGMA_RMG^\dagger].$$
Writing the inner $G$ as $G_h-iA/2$ gives
$$\gamma_0+\gamma_s=\tfrac12\,\partial^2T/\partial x^2\big|_{x=0}.\tag{6}$$
For $|u|-\Omega\gg kT$ and $|u|\gg\Omega$, but still $|u|\ll D$, $W'\to2n+1$ and $J'\to0$. The conductance correction tends to $(2n+1)\frac12\partial_x^2T$. Since $\langle X^2\rangle=2n+1$, this is transmission averaged over a static displacement. The approach is slow, because $J'$ falls only as $2\Omega/(\pi u)$, so the limit is visible only when $\Omega$ and $D$ are widely separated. In the example below the energy dependence of $G$ becomes important by 100 to 200 mV, before the limit is reached. Well below a cold threshold with $n=0$, by contrast, $W'=0$, so $\gamma_s$ is absent.

## Finite temperature

Let $k(x)=-f'(x)$. Differentiating $F$ twice and integrating once by parts gives
$$F''(x)=\int k(E-x)k(E)\,dE\equiv\chi(x).$$
Hence $W''=\chi(u-\Omega)-\chi(u+\Omega)$. From (3), $J'$ is $h$ convolved with $k$. Another derivative acts on $g$ inside the Hilbert transform, where $g'=k(E-\Omega)-k(E+\Omega)$. The convolution with $k$ turns each $k$ in $g'$ into $\chi$, so
$$J''=H\{W''\}.$$
The two spectral shapes are a Hilbert pair, both broadened through the same function $\chi$. Expanding $F$ gives $\chi(0)=1/(6kT)$. Solving $\chi(x)=\chi(0)/2$ numerically gives a full width of $5.44\,kT$.

A closed form for $J$ follows from the digamma function $\psi$. Its reflection and recurrence relations give
$${\rm Im}\,\psi(1+iy)=-\frac1{2y}+\frac\pi2\coth\pi y.$$
With $y=x/(2\pi kT)$ and $F(x)=\frac x2+\frac x2\coth\frac{x}{2kT}$,
$${\rm Im}[x\psi(1+iy)]=-\pi kT+\pi[F(x)-x/2].$$
Let $Q(x)$ be the second derivative of $x\psi(1+iy)$. Then ${\rm Im}\,Q=\pi\chi$. The poles of $Q$ lie in the upper half-plane and $Q$ decays as $1/x$. Closing the contour below gives
$$P\!\!\int\frac{Q(x')}{x'-x}dx'=-i\pi Q(x).$$
Its imaginary part yields $H\{\chi\}=-K''/\pi$, where $K(x)=x\,{\rm Re}\,\psi(1+ix/2\pi kT)$. Integrating $J''$ twice,
$$J(u)=\frac1\pi[K(u+\Omega)-K(u-\Omega)-2K(\Omega)].\tag{7}$$
A term linear in $u$ is excluded because $J$ is even ($K$ is odd), and $J(0)=0$ fixes the constant. For large argument ${\rm Re}\,\psi(1+iy)\to\ln|y|$, which recovers (4).

At $T=0$ the logarithm in $dI/dV$ diverges at threshold, so second-order theory cannot hold arbitrarily close to it. Temperature cuts the divergence off in this model.

## A two-site example

Set $E_F=0$ and choose, in eV,
$$H=\begin{pmatrix}0.6&-0.5\\-0.5&1.0\end{pmatrix},\qquad M=\begin{pmatrix}0.05&0.02\\0.02&-0.03\end{pmatrix}.$$
The left lead couples to site 1 with $\Gamma_L=1.6$ eV, the right lead to site 2 with $\Gamma_R=0.6$ eV. Let $\Omega=20$ meV and the temperature be 10 K, so $kT=0.862$ meV and the thermal $n$ is about $8\times10^{-11}$. Matrix inversion gives, in eV$^{-1}$,
$$G_{11}=-0.4154-0.9738i,\quad G_{12}=-0.0566-0.5039i,$$
$$G_{22}=-0.8740-0.5141i.$$
Therefore $T=1.6\times0.6\,|G_{12}|^2=0.2468$. For the inelastic part,
$$(GMG)_{12}=0.05G_{11}G_{12}+0.02(G_{11}G_{22}+G_{12}^2)-0.03G_{12}G_{22},$$
which is $-0.0248+0.0216i$; its squared modulus times 0.96 gives $1.04\times10^{-3}$. The elastic trace is $-1.87\times10^{-3}$. In units of $10^{-4}$,
$$\gamma_s=10.387-18.713=-8.33,\quad\gamma_a=-10.32,\quad\gamma_0=5.11.$$
Inelastic transfer adds current, but the elastic reduction is larger, so the step is downward. Differentiating $T$ numerically with respect to displacement gives $\frac12\partial_x^2T=-3.22\times10^{-4}$, the sum required by (6).

At $V=30$ mV, with $n$ held at its thermal value, equations (2) and (7) give $W=10.00$ meV and $J=16.65$ meV. With $2e^2/h=77.48\ \mu$S, the contributions are:

- from $T$: $77.48\times0.030\times0.24679=0.57364\ \mu$A;
- from $\gamma_0$: $+1.19$ nA;
- from $\gamma_s$: $77.48\times10.00\times(-8.33\times10^{-4})=-0.65$ nA;
- from $\gamma_a$: $77.48\times16.65\times(-10.32\times10^{-4})=-1.33$ nA.

Their sum is $0.57285\ \mu$A. This is not the full current to order $M^2$, because the omitted Hartree term is large here. For leads at $\pm eV/2$, the bias displaces the vibration by $x=-(u/\pi\Omega)\,{\rm Tr}[M(A_L-A_R)]$, spin included, which is about $-0.054$ at 30 mV. With $\partial_xT=-0.018$, the extra current $(2e/h)\,u\,x\,\partial_xT$ is about $+2.3$ nA. It adds about $\pm2.0\times10^{-3}$ to the conductance at $\pm30$ mV, in units of $2e^2/h$, and a constant 0.066 to $d^2I/dV^2$ in $(2e^2/h)/$V. It leaves the threshold structure unchanged but outweighs, with opposite sign, the difference between polarities that (5) alone gives. These Hartree values are of lowest order in $M$. The electrons also respond to the displacement, with a relative strength of order $M^2/(\Omega D)$, about 0.22 here; if 20 meV and $M$ are bare values, without this response, the extra current rises to about 3.0 nA. If they already include it, as harmonic values from an electronic-structure calculation at the relaxed geometry do, the extra current stays near 2.3 nA. The same response would soften a bare quantum of 20 meV to about 17.6 meV and move the threshold with it, an effect of higher order that (5) leaves out. The conductance from (5), in units of $2e^2/h$, is 0.24767 and 0.24693 at $-10$ and $+10$ mV, and 0.24700 and 0.24593 at $-30$ and $+30$ mV. The average over polarities falls from 0.24730 to 0.24647, a change of $-8.3\times10^{-4}=\gamma_s$. Half the difference between polarities is $-3.7\times10^{-4}$ at 10 mV and $-5.4\times10^{-4}$ at 30 mV. The cold logarithm (4) gives $-3.6\times10^{-4}$ and $-5.3\times10^{-4}$.

These values hold $T$ at its Fermi-level value. With energies in eV, the transmission without vibration is
$$T(E)=\frac{0.24}{|(E-0.6+0.8i)(E-1.0+0.3i)-0.25|^2},$$
whose second derivative at $E=0$ is about $1.26$ eV$^{-2}$. For leads at $\pm eV/2$ the conductance gains $u^2T''(0)/8$, about $1.4\times10^{-4}$ at $\pm30$ mV. This is a smooth background on which the step and logarithm sit. If the potential drops unevenly, with $\mu_L=au$ and $\mu_R=-(1-a)u$ measured from $E_F$, the conductance also gains $(2a-1)\,u\,T'(0)$. Here $T'(0)\approx0.64$ eV$^{-1}$, so $a=0.6$ already gives about $\pm3.8\times10^{-3}$ at $\pm30$ mV, more than the step. This term is smooth in bias, but it can mask the difference between polarities due to $\gamma_a$.

### What freezing costs

For comparison I evaluated (1) numerically with the full $G(E)$ and the leads at $\pm eV/2$. The Hilbert transform used piecewise linear interpolation on an energy grid, with spacing $kT/8$ near $E_F$. Second derivatives on both sides are three-point differences with step $kT/2$. The second-order part of $d^2I/dV^2$, in $(2e^2/h)/$V, is:

| $V$ (mV) | Expansion | With $G(E)$ |
|---:|---:|---:|
| $-22.6$ | 0.180 | 0.182 |
| $-20.0$ | 0.152 | 0.157 |
| $-17.4$ | $-0.056$ | $-0.054$ |
| 17.4 | $-0.196$ | $-0.194$ |
| 20.0 | $-0.169$ | $-0.164$ |
| 22.6 | 0.039 | 0.041 |

At $\pm20$ mV the part odd in bias has magnitude 0.160, close to $|\gamma_s|/(6kT)=0.161$. The even part is small there but changes from $-0.126$ at 17.4 mV to $+0.109$ at 22.6 mV. This sign change moves weight below threshold at positive bias and above it, in magnitude, at negative bias. An extremum alone therefore does not locate $\Omega$ when $\gamma_a$ is comparable with $\gamma_s$.

Within $6.5\,kT$ of either threshold, the largest discrepancy is 2.0% of the largest $|d^2I/dV^2|$ in the expansion. Reducing $\Omega$, $kT$ and bias fourfold, with $H$, $\Gamma_\alpha$ and $M$ fixed, lowers it to 0.5%. The comparison measures the cost of freezing $G$ in the second-order current only. Both sides omit the smooth background from $T(E)$, the Hartree term, heating and higher orders in $M$.

## Relation to real junctions

The parameters describe a strongly coupled contact, with broadenings near 1 eV, rather than a particular molecule. A vibration of 20 meV is low for molecules, whose internal modes extend to a few hundred meV. For a weakly coupled molecule with a narrow resonance near $E_F$, $G$ may vary over one quantum and (5) fails. Real vibrations are also damped and can be heated by the current. At fixed $n$, equation (5) changes the conductance by $2(\gamma_0+\gamma_s)=-6.4\times10^{-4}$ in units of $2e^2/h$ per added quantum, comparable with the step itself. If $n$ depends on bias, its variation also changes the line shape, and a rate equation for $n(V)$ must accompany (5).
